Relaxation time and DC conductivity from one complex Drude conductivity

**Problem**

A copper interconnect film 30 nm thick is examined at 300 K with a field of frequency 1.00 THz. After the optical analysis, its complex conductivity is given as

σ = σ₁ + iσ₂ = (3.00 + 0.35i) × 10⁵ S/cm.

These are round values chosen for the exercise. Fields and currents vary as the real part of a complex amplitude times exp(−iωt), so a current that lags the field has σ₂ > 0. With the convention exp(+iωt), σ₂ would change sign.

Assume that the metal is uniform and isotropic, that the current at a point depends on the field at that point, and that the free carriers follow the Drude model with a single relaxation time τ that does not depend on frequency. Find τ. Then express the DC conductivity σ_DC in terms of σ alone, without ω or τ, and evaluate it.

**A tempting solution**

The carriers need a time τ to respond, so the current follows the field with a delay τ:

j(t) = σ_DC E(t − τ).

For a field E exp(−iωt) this gives

σ = σ_DC exp(iωτ).

The phase of σ is then φ = ωτ, and its magnitude is σ_DC. The given number has

|σ| = √(3.00² + 0.35²) × 10⁵ S/cm = 3.020 × 10⁵ S/cm,

φ = arctan(0.35/3.00) = 0.11614 rad.

With ω = 2π × 1.00 THz = 6.283 × 10¹² rad/s, the delay is τ = φ/ω = 18.48 fs, and the DC conductivity is 3.020 × 10⁵ S/cm.

**Where it fails**

The fault is in the first equation. A relaxation time is not a delay. If a constant field is switched on, the delayed current stays at zero for a time τ and then jumps to its final value. Drude carriers begin to accelerate at once, and their current approaches its final value exponentially. A delay shifts an oscillation without weakening it. Relaxation also weakens it, because the current at any moment is a sum of contributions from earlier fields of differing phase, which partly cancel.

The two pictures agree to first order in ωτ, which is why the wrong answer looks reasonable here. They part at second order, and it is at second order that σ_DC differs from |σ|.

**The right solution**

Let there be n carriers per volume, with charge −e, effective mass m and mean velocity v. Collisions remove the mean momentum at the rate 1/τ:

m dv/dt = −eE − mv/τ.

Multiply by −ne/m and use j = −nev:

dj/dt = D E − j/τ, with D = ne²/m.

The constant D is called the Drude weight. In a constant field the steady current has dj/dt = 0, so j = DτE and

σ_DC = Dτ.

In an oscillating field, the part of the current left over from switching on decays as exp(−t/τ). What remains oscillates at ω, so d/dt becomes −iω:

−iωj = D E − j/τ,

(1/τ − iω) j = D E.

Divide by E and by the bracket, then multiply numerator and denominator by τ:

σ = Dτ/(1 − iωτ) = σ_DC/(1 − iωτ).

Multiplying above and below by 1 + iωτ separates the parts:

σ₁ = σ_DC/(1 + ω²τ²),

σ₂ = σ_DC ωτ/(1 + ω²τ²).

Since σ₁ > 0, we may divide the second by the first. The unknown σ_DC cancels:

σ₂/σ₁ = ωτ, so τ = σ₂/(ωσ₁).

This is where ω > 0 is needed. At zero frequency σ₂ vanishes and the ratio says nothing about τ.

For the DC conductivity, take the reciprocal of σ:

1/σ = (1 − iωτ)/σ_DC.

Its real part is 1/σ_DC at every frequency. On the other hand,

1/σ = (σ₁ − iσ₂)/(σ₁² + σ₂²),

whose real part is σ₁/|σ|². Equating the two real parts gives

σ_DC = |σ|²/σ₁.

Substituting τ gives the same result: σ_DC = σ₁(1 + ω²τ²) = σ₁(1 + σ₂²/σ₁²) = (σ₁² + σ₂²)/σ₁.

The reciprocal form shows the physics. The field needed to drive a given current has two parts. One balances friction, is in phase with the current and is independent of frequency in this model. The other accelerates the carriers, is a quarter period out of phase and grows as ω. The real part of the resistivity isolates friction, and friction alone sets the DC resistivity. The real part of the conductivity does not isolate it, because inertia reduces the current.

**Numbers**

The relaxation time follows from

ωτ = 0.35/3.00 = 0.11667,

τ = 0.11667/(6.283 × 10¹² rad/s) = 18.57 fs.

The DC conductivity is

σ_DC = (3.00² + 0.35²)/3.00 × 10⁵ S/cm = 3.041 × 10⁵ S/cm,

which corresponds to a resistivity of 3.29 µΩ cm.

Since σ₁ = |σ| cos φ, the result can also be written σ_DC = |σ|/cos φ. The tempting value |σ| is therefore 0.67 % below the Drude value. Using σ₁ itself as the DC value would also be too low, since σ_DC exceeds σ₁ by 1.36 %. These differences are small because ωτ is small.

A second frequency separates delay from relaxation more clearly. At 2 THz the Drude model predicts σ = (2.884 + 0.673i) × 10⁵ S/cm, of magnitude 2.961 × 10⁵ S/cm. The delay picture predicts no change from 3.020 × 10⁵ S/cm, which is 2.0 % higher.

The recovery formulas were also tested by integrating the equation of motion in time, with one run in an oscillating field and a separate run in a constant field. In scaled units the cases (D, τ, ω) were (2, 1, 0.1), (0.7, 1.5, 0.8) and (3, 0.6, 5). The recovered τ and σ_DC agreed with the input τ and the simulated DC current to within a relative error of 3 × 10⁻¹².

**Which of the two results is more secure?**

Suppose the phase is wrong by a small δφ while |σ| is right. From tan φ = ωτ,

δτ/τ = δφ/(cos²φ tan φ) = δφ/(sin φ cos φ) = 2δφ/sin 2φ.

From σ_DC = |σ|/cos φ,

δσ_DC/σ_DC = tan φ δφ.

For δφ = 10 mrad the relaxation time changes by 0.020/0.2302 = 8.7 %, but the DC conductivity changes by only 0.11667 × 0.010 = 0.12 %. An error in |σ| at fixed phase behaves differently: it passes in full to σ_DC and leaves τ unchanged.

The frequency sets this balance. When ωτ ≪ 1, σ_DC is insensitive to phase, but τ rests on a small angle. At fixed phase error, τ is best determined at φ = π/4, or ωτ = 1, where sin 2φ is largest. When ωτ ≫ 1, the current is nearly inertial and σ tends to iD/ω. The weight D is then easy to read, but friction shows itself only in the small σ₁, and both τ and σ_DC become sensitive to phase.

**More than one relaxation time**

Two parameters can be fitted to any complex number with σ₁ > 0 and σ₂ > 0, so a single frequency cannot show that the metal obeys the Drude model. Consider Drude channels in parallel, with weights D_k > 0 and times τ_k. Write x_k = ωτ_k and a_k = D_kτ_k/(1 + x_k²). Adding the channel conductivities gives

σ₁ = Σ a_k, σ₂ = Σ a_k x_k, σ_DC = Σ a_k(1 + x_k²).

The one-frequency estimate is

|σ|²/σ₁ = σ₁ + σ₂²/σ₁ = Σ a_k + (Σ a_k x_k)²/Σ a_k.

The Cauchy-Schwarz inequality gives (Σ a_k x_k)² ≤ (Σ a_k)(Σ a_k x_k²). Hence

|σ|²/σ₁ ≤ σ_DC,

with equality when all the τ_k are equal, and not otherwise. The loss can be large. For two channels of equal weight with ωτ = 0.5 and 5, the estimate is 0.52 of the true DC value.

At low frequency a wider statement is possible. Let K(t) be the current at time t after a unit field impulse, and suppose that it decays fast enough for the moments

M_n = ∫₀^∞ tⁿ K(t) dt

up to n = 4 to be finite, with M₀ > 0. Expanding exp(iωt) in σ = ∫₀^∞ K(t) exp(iωt) dt gives

σ₁ = M₀ − ω²M₂/2 + O(ω⁴), σ₂ = ωM₁ + O(ω³).

The DC conductivity is M₀, while the two recipes give

|σ|²/σ₁ = σ₁ + σ₂²/σ₁ = M₀ + ω²(M₁²/M₀ − M₂/2) + O(ω⁴),

σ₂/(ωσ₁) = M₁/M₀ + O(ω²).

The error of the DC estimate therefore vanishes at least as ω². The apparent relaxation time tends to M₁/M₀, which need not be the time between collisions.

**Backscattering and surfaces in the film**

The Drude-Smith model provides an example. Let collisions occur at random at the rate 1/τ. After one collision a carrier keeps, on average, a fraction c of its velocity, and after the second it keeps none. A negative c means that the first collision tends to reverse the motion. The probabilities of zero and one collision in time t are exp(−t/τ) and (t/τ)exp(−t/τ), so

K(t) = D exp(−t/τ)(1 + ct/τ).

Using ∫₀^∞ tⁿ exp(−t/τ) dt = n! τⁿ⁺¹, we find

M₀ = Dτ(1 + c), M₁ = Dτ²(1 + 2c), M₂ = 2Dτ³(1 + 3c).

The low-frequency apparent time is τ(1 + 2c)/(1 + c). The leading DC error, relative to M₀, is

(ωτ)² [(1 + 2c)² − (1 + c)(1 + 3c)]/(1 + c)² = (ωτ)² c²/(1 + c)².

It is positive, so the lower bound found for parallel channels does not carry over to this model.

Take c = −0.2 as an assumed value and require the model to reproduce the given σ at 1 THz. Its collision time is then 24.7 fs, so the simple 18.6 fs is 25 % too short. The simple DC estimate is only 0.14 % too high (the leading term alone gives 0.15 %). That small error depends on c: with c = −0.4 the same σ would require a collision time of 46.8 fs, and the simple DC estimate would be 3.2 % too high.

Surface scattering acts in a similar way. Suppose that a carrier loses its drift on hitting a film surface, and let u be the magnitude of the cosine between its velocity and the film normal. In time t it moves a distance uvt towards one surface, where v is the Fermi velocity. With uniformly distributed starting positions, a fraction max(0, 1 − uvt/d) has not yet hit a surface of a film of thickness d. The current along the film weights each direction by the square of its in-plane velocity component. For an isotropic Fermi surface the normalized weight is (3/2)(1 − u²) for u between 0 and 1. Therefore

K(t) = D exp(−t/τ) ∫₀¹ (3/2)(1 − u²) max(0, 1 − uvt/d) du.

With a rough v = 1.1 × 10⁸ cm/s and a uniform field, matching the given σ requires an interior relaxation time of 27.7 fs. The simple value is 33 % shorter, because it mixes interior and surface scattering. The simple DC estimate is 0.04 % too low. These figures depend on v: with the free-electron value 1.57 × 10⁸ cm/s the interior time is 32.3 fs, the simple value is 42 % shorter, and the simple DC estimate is 0.13 % too low. Thus 18.6 fs is best called an effective Drude time of the film, while the DC value changes little in the surface model and in the Drude-Smith model with c = −0.2.

**How σ was obtained**

The problem supplies the local conductivity, but a transmission measurement supplies a field ratio. The conversion matters because the field penetration depth, 87 nm, is not vastly greater than 30 nm. Consider a free-standing film at normal incidence. Let k₀ = ω/c₀, with c₀ the speed of light, and let Z₀ = μ₀c₀. Inside the film k² ≈ iωμ₀σ, since the displacement current is negligible. Let t_f be the field at the exit face divided by the incident field. Continuity of the field E and its slope E′ at the exit face z = d fixes

E(z) = t_f [cos k(d − z) − i(k₀/k) sin k(d − z)].

At the entrance, with reflected amplitude r, E(0) = 1 + r and E′(0) = ik₀(1 − r). Hence 2 = E(0) + E′(0)/(ik₀), which gives

1/t_f = cos kd − (i/2)(k/k₀ + k₀/k) sin kd.

The thin-sheet formula treats the field as uniform, 1/t_f = 1 + Z₀σd/2, and so yields an apparent σ_a = 2(1/t_f − 1)/(Z₀d). For |k| ≫ k₀ the term k₀/k can be dropped. Setting cos kd ≈ 1 neglects a relative correction −ik₀d, which is a phase of only −0.6 mrad here. With sin kd ≈ kd(1 − k²d²/6), this leaves

σ_a ≈ σ(1 − iωμ₀σd²/6).

To leading order the phase shift is

−ωμ₀σ₁d²/6 = −35.5 mrad,

and the full boundary matching gives −36.1 mrad. This is small beside a radian but not beside φ = 116 mrad. The apparent relaxation time is 12.8 fs, which is 31 % below the value from the local conductivity.

The DC estimate again survives. To first order in the correction,

1/σ_a ≈ 1/σ + iωμ₀d²/6.

The added term is imaginary, so it alters the apparent inertia and leaves the apparent friction alone. Boundary matching leaves a DC error of +0.09 %. These figures belong to a free-standing film with a local conductivity. A substrate changes the transmission formula, and a mean free path comparable with the thickness can make the response nonlocal, which this calculation does not include.

**The result beside a real interconnect**

Room-temperature bulk copper has a resistivity of roughly 1.7 µΩ cm, so the example's 3.29 µΩ cm is about twice the bulk value, a plausible size for a film this thin. Real films break the assumption of a single relaxation time, through their surfaces and grain boundaries. In the surface model and the Drude-Smith model with c = −0.2, the simple τ falls short of the model's collision or interior time by about a quarter to two fifths, depending on the assumed c and v, while the simple σ_DC is off by less than 0.2 %. Grain boundaries were not modelled, so these sizes are not established for them. Stronger backscattering moves both by more. Bound electrons matter far less here. With a rough susceptibility χ = 10 they add −iωε₀χ to σ, which lowers σ₂, and hence the apparent τ, by 0.016 %.

A frequency-dependent scattering rate has not been sized. The photon energy, 4.1 meV, is well below the thermal energy, 25.9 meV, but that comparison does not prove the rate constant. A check is to measure Re(1/σ) at another frequency, where the Drude model requires the same value. The precision must be adequate: for the Drude-Smith example, the leading error grows fourfold from 1 to 2 THz, from about 0.15 % to 0.6 %, so the change to be detected is below half a percent.

Calculated quantities

```
Worst relative error, time-domain recovery: 3.0e-12
Input frequency: 1.00 THz
Angular frequency: 6.28319e+12 rad/s
Input real conductivity: 3.000e+05 S/cm
Input imaginary conductivity: 3.500e+04 S/cm
Conductivity magnitude: 3.02035e+05 S/cm
Conductivity phase: 0.11614 rad
omega*tau: 0.11667 (dimensionless)
Recovered relaxation time: 18.568 fs
Recovered DC conductivity: 3.04083e+05 S/cm
Recovered DC resistivity: 3.2886 uOhm cm
DC excess over real part: 1.361 %
Drude plasma energy: 8.95 eV
Predicted real conductivity at 2 THz: 2.8838e+05 S/cm
Predicted imaginary conductivity at 2 THz: 6.7289e+04 S/cm
Assumed phase error: 10.0 mrad
Resulting relaxation-time error: 8.69 %
Resulting DC-conductivity error: 0.117 %
Two-channel omega*tau values: 0.5, 5.0 (equal weights)
Two-channel estimate / true DC: 0.5218
Film thickness: 30.0 nm
Rough Fermi velocity: 1.10e+08 cm/s
Mean free path from recovered tau: 20.4 nm
Field penetration depth: 86.7 nm
Surface model, interior relaxation time: 27.67 fs
Surface model, film DC conductivity: 3.04217e+05 S/cm
Surface model, bias of simple DC estimate: -0.044 %
Assumed Drude-Smith c: -0.20
Drude-Smith relaxation time: 24.66 fs
Drude-Smith, bias of simple tau: -24.71 %
Drude-Smith, bias of simple DC estimate: +0.145 %
Drude-Smith apparent/true tau at omega*tau=0.001: 0.7500
Rough bound susceptibility: 10.0
Bound response / imaginary conductivity: 0.0159 %
Bound-response bias of tau: -0.0159 %
Thin-sheet formula, phase shift: -36.10 mrad
Leading estimate of that phase shift: -35.53 mrad
Thin-sheet formula, apparent tau: 12.77 fs
Thin-sheet formula, bias of tau: -31.25 %
Thin-sheet formula, bias of DC estimate: +0.085 %
Temperature: 300 K
Photon energy: 4.14 meV
Thermal energy: 25.85 meV
```
